Verlet step and plane-wave cutoff in ultrasoft Car-Parrinello dynamics

**Problem**

In Car-Parrinello molecular dynamics the orbitals move as classical variables with a fictitious mass μ, the same for every plane wave. They are expanded in plane waves of kinetic energy up to E_cut and integrated with the Verlet algorithm. The pseudopotential is ultrasoft, so the orbitals are orthonormal with respect to an overlap operator S.

(a) How does the largest stable time step depend on μ and E_cut?

(b) A harder pseudopotential needs 80 Ry and an ultrasoft one 25 Ry. By what factor can the step grow at fixed μ? Give both steps for μ = 6.0 eV fs² and doubly occupied orbitals.

**Equation of motion**

The algebra is in atomic units. Take N real orbitals ψ_i, each with occupation f = 2, and hold the ions fixed. The Lagrangian and constraints are

L = μ Σ_i ⟨∂ₜψ_i|∂ₜψ_i⟩ − E + Σ_ij Λ_ij (⟨ψ_i|S|ψ_j⟩ − δ_ij)

⟨ψ_i|S|ψ_j⟩ = δ_ij

with Λ symmetric. The kinetic term contains no S and no factor 1/2; another convention would change the prefactor of the step. The energy is

E = f Σ_i ⟨ψ_i|h|ψ_i⟩ + E_int[n],  n(r) = f Σ_i ⟨ψ_i|n̂(r)|ψ_i⟩

where n̂(r) includes the augmentation charge. With H = h + ∫ (δE_int/δn(r)) n̂(r) dr, the derivative of E with respect to ψ_i is 2fHψ_i. The kinetic and constraint terms also give factors of 2, which cancel:

μ ∂ₜ²ψ_i = −f Hψ_i + Σ_j Sψ_j Λ_ji

At rest the left side is zero. Because the occupations are equal, the occupied orbitals can be rotated until Λ is diagonal. Then

Hψ_i = ε_i Sψ_i,  Λ_ij = f ε_i δ_ij

**Small oscillations**

Displace the orbitals to ψ_i + χ_i. To first order the constraints require

⟨χ_i|S|ψ_j⟩ + ⟨ψ_i|S|χ_j⟩ = 0

To find the restoring energy, expand E − Σ_ij Λ_ij(⟨ψ_i|S|ψ_j⟩ − δ_ij) with Λ held at its rest value. This function equals E wherever the constraints hold, and it is stationary at the ground state, so its second-order part gives the change of E. The density changes by

δ₁n = 2f Σ_i ⟨ψ_i|n̂|χ_i⟩,  δ₂n = f Σ_i ⟨χ_i|n̂|χ_i⟩

The δ₂n term combines with h to form H. The δ₁n term enters squared, through K = δ²E_int/δnδn′. The second-order energy is therefore

Q[χ] = f Σ_i ⟨χ_i|H − ε_iS|χ_i⟩ + R[χ]

R[χ] = ½ ∫∫ δ₁n(r) K(r,r′) δ₁n(r′) dr dr′

The Lagrangian for small motion is μΣ_i⟨∂ₜχ_i|∂ₜχ_i⟩ − Q[χ]. A normal mode makes the ratio of Q to the squared norm stationary, and the fastest mode makes it largest:

μ ω_max² = max Q[χ] / Σ_i ⟨χ_i|χ_i⟩

over displacements allowed by the constraints.

For S = 1 and R = 0, the choice χ_i = ψ_j with ψ_j empty gives μω² = f(ε_j − ε_i). For S ≠ 1 one has (H − ε_iS)ψ_j = (ε_j − ε_i)Sψ_j, which is in general not proportional to ψ_j, so level differences no longer give the frequencies directly.

**How the fastest mode depends on the cutoff**

Let T be the kinetic energy operator, and write

H − ε₁S = T + W

where ε₁ is the lowest level. Assume a finite, smooth pseudopotential with a finite number of normalizable projectors. Then W lies between bounds w_min and w_max that do not grow with E_cut. Assume also that |R[χ]| ≤ f r Σ_i⟨χ_i|χ_i⟩ with r independent of the cutoff. This second assumption fails when E_int depends on ∇n, as in gradient-corrected functionals. R then contains a term ½∫κ|∇δ₁n|² dr. For χ_i = ψ_iφ, with φ oscillating at a large wave number G, one has δ₁n = 2nφ for the smooth density. The term is then locally 4nκ times the kinetic term, and both grow as G². In that case Δ/E_cut below need not tend to zero: the step still falls roughly as 1/√E_cut, but its prefactor changes. For PBE and BLYP on simple exponential atomic densities (n above 10⁻⁴ a.u.), |4nκ| is at most about 0.05.

*Upper bound.* S is positive and ε_i ≥ ε₁, so ⟨χ_i|H − ε_iS|χ_i⟩ ≤ ⟨χ_i|T + W|χ_i⟩. Since T ≤ E_cut in the basis,

μ ω_max² ≤ f (E_cut + w_max + r)

*Lower bound.* Displace orbital 1 alone, using the N + 1 basis functions of highest kinetic energy. The N conditions ⟨χ₁|S|ψ_j⟩ = 0 leave at least one nonzero combination. Let T_(N+1) be the lowest kinetic energy in this set. Then

μ ω_max² ≥ f (T_(N+1) + w_min − r)

Let G_cut = √(2E_cut), and let b be the length of a reciprocal lattice vector of the box. Along that vector the plane waves are spaced by b, so N + 1 of them lie within (N + 1)b of G_cut. Hence, for G_cut > (N + 1)b,

T_(N+1) ≥ ½ [G_cut − (N + 1)b]²

and T_(N+1)/E_cut → 1 as the cutoff grows. The two bounds together give

μ ω_max² = f (E_cut + Δ),  Δ/E_cut → 0

The fastest mode is essentially the oscillation of the highest plane-wave coefficients. The potential, the overlap and the density response enter through Δ.

**Stability of the Verlet step**

For one mode of amplitude x the algorithm reads

x_(n+1) − 2x_n + x_(n−1) = −s x_n,  s = (ω dt)²

Inserting x_n = zⁿ gives

z² − (2 − s)z + 1 = 0

The product of the roots is 1 and the discriminant is (2 − s)² − 4 = s(s − 4).

- For 0 < s < 4 the roots are complex conjugates with |z| = 1, and the motion is bounded.
- For s > 4 the roots are real and distinct with product 1, so one has |z| > 1 and the amplitude grows exponentially.
- For s = 4 there is a double root z = −1, and the solution (A + Bn)(−1)ⁿ can grow linearly.

The condition is thus ω dt < 2.

The constraints do not alter this result. At each step they add a force Σ_j Sψ_j δX_ji with δX symmetric. Its product with any allowed displacement η is

Σ_ij ⟨η_i|S|ψ_j⟩ δX_ji = ½ Σ_ij δX_ji (⟨η_i|S|ψ_j⟩ + ⟨η_j|S|ψ_i⟩) = 0

so projecting the linearized step on a normal mode gives the recurrence above. Rotations among the occupied orbitals have ω = 0. They may drift, but they change neither the energy nor the density.

**Answer to (a)**

The fastest mode sets the limit dt_max = 2/ω_max:

dt_max = 2 √(μ / [f(E_cut + Δ)]) ≈ 2 √(μ / (f E_cut))

The square-root law is the leading term for E_cut ≫ |Δ|. Since μ has the dimension energy × time², the formula can be used directly in eV and fs.

**Answer to (b)**

At fixed μ and f, the leading-order gain is

dt_max(25 Ry) / dt_max(80 Ry) ≈ √(80/25) = √3.2 = 1.79

The cutoffs are 340.14 eV and 1088.46 eV, so

25 Ry: dt_max ≈ 2 √(6.0 / (2 × 340.14)) fs = 0.188 fs (7.77 a.u.)

80 Ry: dt_max ≈ 2 √(6.0 / (2 × 1088.46)) fs = 0.105 fs (4.34 a.u.)

At these limits, one picosecond takes about 5300 steps instead of 9500. A real run uses a smaller step; if it is the same fraction of the limit in both cases, the gain is unchanged. The factor counts steps and says nothing about the cost of each step.

**A few cases**

The estimate can be compared with a one-dimensional model that represents no particular material. Its box is 16 Å long. It has a Gaussian well −V₀g(x), with g(x) = exp(−x²/2a²), V₀ = 40 eV and a = 1 Å. A normalized Gaussian projector β(x) ∝ exp(−x²/2c²), with c = 0.5 Å, carries a nonlocal strength of −5 eV and the overlap S = 1 + 0.3|β⟩⟨β|. Two orbitals are doubly occupied. They interact through Un²/2, where U = 3 eV and n is here the total density, augmentation included, weighted by g. The S = 1 rows remove the augmentation and keep the other parameters.

Largest stable step in fs:

```
Cutoff   Overlap     Estimate   Model
25 Ry    ultrasoft   0.188      0.184
25 Ry    S = 1       0.188      0.182
80 Ry    ultrasoft   0.105      0.104
80 Ry    S = 1       0.105      0.104
```

In the ultrasoft model Δ is 15.0 eV at 25 Ry and 14.3 eV at 80 Ry. The corrected gain is

√[(1088.46 + 14.27) / (340.14 + 15.00)] = 1.76

The sign and size of Δ follow from the highest plane wave. It has almost no overlap with the smooth projector, so its expectation value of T + W is its kinetic energy plus the mean potential minus ε₁. At 25 Ry this is

338.43 − 4.86 + 20.67 = 354.24 eV

while the computed E_cut + Δ is 355.14 eV. Because Δ is positive here, the leading estimate lies above the true limit, by about 2% of that limit at 25 Ry. A run of this model at the estimated step would be unstable. The sign of Δ, and with it the corrected gain, depends on the box length. The highest plane wave has index 24 at 25 Ry and 43 at 80 Ry, and in both cases it happens to lie only about 2 eV below the cutoff. At 25 Ry the next plane wave would have 338.43 × (25/24)² = 367.2 eV, about 29 eV higher. For another box length the highest plane wave can lie nearly that far below the cutoff, and Δ is then negative. In one dimension this spacing grows as √E_cut, so Δ itself is not bounded; only Δ/E_cut tends to zero.

The numerical check also integrates the full nonlinear constrained equations of the ultrasoft model. At 0.995 dt_max a small deviation from the ground state stays bounded for 2000 steps, at both cutoffs. The random deviation used grows by a factor of 1.9 at 25 Ry and 1.3 at 80 Ry; the factor depends on how much of the fastest modes the deviation contains. A deviation along the fastest mode, with equal values at the first two steps, reaches 1/√(1 − s/4) = 1/√(1 − 0.995²) ≈ 10 times its initial size, as the recurrence predicts. At 1.005 dt_max it grows by a factor of 10⁴, after which the run is stopped. The square-root law predicts that a fourfold cutoff halves the step. The computed ratio is 1.964 from 25 to 100 Ry and 1.991 from 100 to 400 Ry. For these cutoffs G_cut/b is 24.06, 48.12 and 96.24, so the highest index doubles exactly (24, 48, 96) and the top kinetic energy quadruples exactly. For other cutoffs the discrete spacing of the plane waves adds scatter to the ratio.

**What the gain depends on**

The gain comes from the lower cutoff. At a fixed cutoff, replacing S = 1 by the ultrasoft overlap changes the model's step by about 1% or less. Going from S = 1 at 80 Ry to the ultrasoft case at 25 Ry gives a gain of 1.77.

Keeping μ fixed is reasonable if the slow electronic modes stay well above the ionic frequencies. In the model the slowest electronic mode with nonzero frequency is at 1.70 rad/fs for both cutoffs, whereas an ionic vibration with a chosen period of 10 fs has 2π/10 = 0.63 rad/fs. To leading order, one may instead keep dt and divide μ by 3.2 (in the model the factor that keeps dt at the same fraction of the limit is 2205.44/710.28 = 3.1). Since μω² is fixed for each mode, the slow electronic frequencies then rise by √3.2 = 1.79, which widens their separation from the ions.

Besides the change of prefactor for gradient-dependent functionals noted above, the result fails in these situations:

- **The ions limit the step.** Their own Verlet limit is 2/ω = period/π, or 3.18 fs for the 10 fs vibration. Here the electrons are far more restrictive. If they were not, lowering the cutoff would not lengthen the step.
- **The electrons are not propagated with a fictitious mass.** In Born-Oppenheimer dynamics the orbitals are minimized at each ionic step, and the oscillation that sets this limit is absent.
- **The mass depends on G.** Suppose the mass is μT/E_p for plane waves with T above a threshold E_p. At high T the squared frequency tends to fT/(μT/E_p) = fE_p/μ, which does not contain the cutoff. With E_p = 50 eV the model's gain from 80 to 25 Ry is 1.00. Its largest μω² is then 135.4 eV at both cutoffs, above fE_p = 100 eV, so the highest plane waves no longer give the fastest mode.

Table of computed values

```
fictitious mass mu = 6.0 eV fs^2; occupation f = 2
box = 16.0 A; well depth = 40.0 eV; width = 1.0 A
projector width = 0.5 A; strength = -5.0 eV
augmentation q = 0.3; interaction U = 3.0 eV
--- cutoff 25 Ry = 340.14 eV, ultrasoft model ---
plane waves = 49; top kinetic energy = 338.43 eV
lowest three levels = -20.667, -11.735, -3.206 eV
weighted density n = 3.0019; mean potential = -4.856 eV
range of W = -8.90 to 20.67 eV
top stiffness mu*omega^2 = 710.28 eV
same from energy differences = 710.28 eV
shift Delta = 15.00 eV
omega_max = 10.880 rad/fs
slowest electronic mode = 1.6996 rad/fs
estimated dt_max = 0.1878 fs = 7.765 a.u.
model dt_max = 0.1838 fs = 7.599 a.u.
model dt_max with S = 1: 0.1818 fs
deviation growth at 0.995 dt_max = 1.87 (2000 steps)
deviation growth at 1.005 dt_max = 1.2e+04 (run stopped)
steps per ps at estimated limit = 5324
--- cutoff 80 Ry = 1088.46 eV, ultrasoft model ---
plane waves = 87; top kinetic energy = 1086.37 eV
lowest three levels = -20.667, -11.735, -3.206 eV
weighted density n = 3.0019; mean potential = -4.856 eV
range of W = -9.84 to 20.67 eV
top stiffness mu*omega^2 = 2205.44 eV
same from energy differences = 2205.44 eV
shift Delta = 14.27 eV
omega_max = 19.172 rad/fs
slowest electronic mode = 1.6996 rad/fs
estimated dt_max = 0.1050 fs = 4.341 a.u.
model dt_max = 0.1043 fs = 4.313 a.u.
model dt_max with S = 1: 0.1039 fs
deviation growth at 0.995 dt_max = 1.26 (2000 steps)
deviation growth at 1.005 dt_max = 1.0e+04 (run stopped)
steps per ps at estimated limit = 9524
--- scaling and gain ---
dt ratio, 25 to 100 Ry = 1.9641
dt ratio, 100 to 400 Ry = 1.9910
estimated gain, 80 to 25 Ry = 1.7889
ultrasoft model gain = 1.7621
gain, S = 1 at 80 Ry to ultrasoft at 25 Ry = 1.7684
mass reduction factor at fixed dt (estimate) = 3.20
G-dependent mass threshold = 50.0 eV; gain = 1.0000
ion period = 10.0 fs; ion Verlet limit = 3.183 fs
```
